# Rotation-Based Multipole Translation at Cubic Cost, with Error Analysis

## The cost of moving a multipole expansion

Two distant molecules described in a Gaussian basis repel and attract through a very large number of products of basis functions. If the charge of each molecule is first condensed into multipole moments, their Coulomb energy can be approximated from a short list of numbers. The moments belong to one centre, however, while the potential is needed around another. With all degrees up to \(p\) retained, there are \((p+1)^2\) coefficients on each side, and for a general direction the conversion from moments to potential couples every one to every other: about \(p^4\) products. Along the line joining the centres the problem has axial symmetry, and this can be used to lower the power to three.

## Conventions and the addition theorem

Atomic units are used in the algebra. Let

\[
S_{lm}(\mathbf r)=r^lC_{lm},\qquad C_{lm}=\sqrt{\tfrac{(l-m)!}{(l+m)!}}\,P_l^m(\cos\vartheta)e^{i m\varphi},
\]

with the Condon–Shortley phase in \(P_l^m\), so that \(S^*_{lm}=(-1)^mS_{l,-m}\). Charges \(q_i\) at \(\mathbf a_i\) have moments \(Q_{lm}=\sum_i q_iS^*_{lm}(\mathbf a_i)\). A potential that is regular around a centre is written \(V(\mathbf x)=\sum\lambda_{lm}S_{lm}(\mathbf x)\).

Define \(N_{lm}=\sqrt{(l+m)!(l-m)!}\) and \(R_{lm}=S_{lm}/N_{lm}\). These functions have the generating function

\[
\frac{u^l}{l!}=\sum_{m=-l}^{l}R_{lm}(\mathbf r)\tau^m,\qquad
u=z-\frac{x+iy}{2}\tau+\frac{x-iy}{2\tau}. \tag{1}
\]

To see this, write \(u=\mathbf c\cdot\mathbf r\). Then \(\mathbf c\cdot\mathbf c=\frac14[(\tau^{-1}-\tau)^2-(\tau^{-1}+\tau)^2]+1=0\), so \(u^l\) satisfies Laplace's equation. The factor \(\tau^m\) comes with \(e^{im\varphi}\), and a regular harmonic polynomial of degree \(l\) with this angular factor is unique up to a constant. Near the \(z\) axis, for \(m\ge0\), both sides give \(z^{l-m}[-(x+iy)/2]^m/[m!(l-m)!]\), which fixes the constant. Negative \(m\) follows by conjugation.

Since \(u\) is linear in \(\mathbf r\), the binomial theorem gives \((u_a+u_b)^l/l!=\sum_j(u_a^j/j!)(u_b^{l-j}/(l-j)!)\). Equating powers of \(\tau\),

\[
R_{lm}(\mathbf a+\mathbf b)=\sum_{jk}R_{jk}(\mathbf a)R_{l-j,m-k}(\mathbf b). \tag{2}
\]

Terms with an order larger in magnitude than its degree are zero.

## The three translations

**Moments to a new centre.** Let \(\mathbf t\) be the old centre minus the new one. Each charge then has the new position \(\mathbf a+\mathbf t\). Conjugating (2), multiplying by \(qN_{lm}\) and restoring \(S=NR\) gives

\[
Q'_{lm}=\sum_{jk}\sqrt{\tbinom{l+m}{j+k}\tbinom{l-m}{j-k}}\;S^*_{l-j,m-k}(\mathbf t)\,Q_{jk}. \tag{3}
\]

The root is \(N_{lm}/(N_{jk}N_{l-j,m-k})\), whose square is the product of the two binomials.

**Moments to a local expansion.** For \(|\mathbf v|<T\),

\[
\frac1{|\mathbf T-\mathbf v|}=\sum_{LM}S^*_{LM}(\mathbf v)\frac{C_{LM}(\mathbf T)}{T^{L+1}}. \tag{4}
\]

This is the Legendre series with \(P_L(\cos\gamma)=\sum_MC^*_{LM}(\mathbf v)C_{LM}(\mathbf T)\), where \(\gamma\) is the angle between the vectors. The sum over \(M\) is unchanged by a common rotation, because the \(C_{LM}\) of one degree are equally normalized and transform unitarily. With \(\mathbf T\) on \(z\), only \(M=0\) survives and gives \(P_L\).

Let \(\mathbf T\) be the target centre minus the source centre, and put \(\mathbf v=\mathbf a-\mathbf x\). Equation (2) splits \(S^*_{LM}\) into \(N_{LM}R^*_{jk}(\mathbf a)R^*_{n,M-k}(-\mathbf x)\), with \(L=j+n\). Reversing \(\mathbf x\) gives \((-1)^n\). Removing the conjugate gives \((-1)^{M-k}\) and changes the order to \(m=k-M\). Hence

\[
\lambda_{nm}=(-1)^{n+m}\sum_{jk}\sqrt{\tbinom{j+n+k-m}{j+k}\tbinom{j+n-k+m}{j-k}}\;
\frac{C_{j+n,k-m}(\mathbf T)}{T^{j+n+1}}Q_{jk}. \tag{5}
\]

Here the root is \(N_{j+n,k-m}/(N_{nm}N_{jk})\).

**Local expansion to a new centre.** Let \(\mathbf s\) be the new centre minus the old one, so \(\mathbf x=\mathbf y+\mathbf s\). Inserting (2) in \(V\) and collecting \(S_{jk}(\mathbf y)\) gives

\[
\lambda'_{jk}=\sum_{nm}\sqrt{\tbinom{n+m}{j+k}\tbinom{n-m}{j-k}}\;S_{n-j,m-k}(\mathbf s)\lambda_{nm}. \tag{6}
\]

Equation (6) rewrites a polynomial of degree \(p\) as another, so it introduces no new truncation. Equation (3) needs no moment of degree above \(l\), so exact moments through degree \(p\) stay exact. The potential they produce still depends on the centre: a multipole field of finite degree about one centre generally acquires moments of all higher degrees about another, and those above \(p\) are dropped. In (5), moments with \(j>p\) and local coefficients with \(n>p\) are dropped.

## What the axis removes

For a shift along \(+z\), \(C_{LM}=\delta_{M0}\), since \(\tau\) drops out of (1) when \(x=y=0\). Therefore \(k=m\) in all three formulas. In particular,

\[
\lambda_{nm}=(-1)^{n+m}\sum_{j=|m|}^{p}
\sqrt{\tbinom{j+n}{j+m}\tbinom{j+n}{j-m}}\frac{Q_{jm}}{T^{j+n+1}}. \tag{7}
\]

For moment shifts the coefficient is \(\sqrt{\binom{l+m}{j+m}\binom{l-m}{j-m}}\,t^{l-j}\), and for local shifts it is \(\sqrt{\binom{n+m}{j+m}\binom{n-m}{j-m}}\,s^{n-j}\).

A general shift has polar angles \(\theta,\phi\). Rotating coordinates first by \(-\phi\) about \(z\) and then by \(-\theta\) about \(y\) puts it on \(+z\). Call the combined rotation \(G\). The first step multiplies \(S_{lk}\) by \(e^{-ik\phi}\). For the second, a rotated function is \((e^{-i\theta J_y}f)(\mathbf b)=f(R_y(-\theta)\mathbf b)\). With \(d^l_{km}=\langle k|e^{-i\theta J_y}|m\rangle\), therefore,

\[
S_{lm}(G\mathbf a)=\sum_kd^l_{km}e^{-ik\phi}S_{lk}(\mathbf a).
\]

Moments contain \(S^*\), so the phase changes sign:

\[
v^{\rm rot}_{lm}=\sum_kd^l_{km}e^{ik\phi}v_{lk},\qquad
v_{lk}=e^{-ik\phi}\sum_md^l_{km}v^{\rm rot}_{lm}. \tag{8}
\]

Here \(v\) can be \(Q\) or \(\lambda\). For \(\lambda\), the second formula follows by inserting \(S_{lm}(G\mathbf x)\) in \(V\), and the first from the orthogonality of the real matrix \(d^l\).

The algorithm applies the first formula in (8), the axial translation, and the second formula. Rotation does not mix degrees, so it commutes with the cut at \(p\). In exact arithmetic the result equals the direct translation with the same cut.

For a shift along \(+z\), \(d^l\) is the unit matrix. For \(-z\), \(\theta=\pi\) and \(d^l_{km}=(-1)^{l-m}\delta_{k,-m}\). The angle \(\phi\) is then arbitrary, provided that both rotations use the same value.

## Building the rotation matrices

A state of angular momentum \(j=n/2\) can be made from \(n\) spins one half, symmetrized, with \(i=j+m\) spins up. A fraction \(i/n\) of the arrangements has the last spin up. The amplitudes for splitting off that spin are thus \(\sqrt{i/n}\) for up and \(\sqrt{(n-i)/n}\) for down. A rotation acts on each factor separately. The single-spin matrix, in the order up, down, is \(\begin{pmatrix}c&-s\\s&c\end{pmatrix}\), where now \(c=\cos(\theta/2)\), \(s=\sin(\theta/2)\). Labelling rows and columns by their numbers \(i,k\) of up spins,

\[
\begin{aligned}
nD^n_{ik}={}&c\sqrt{ik}\,D^{n-1}_{i-1,k-1}-s\sqrt{i(n-k)}\,D^{n-1}_{i-1,k}\\
&+s\sqrt{(n-i)k}\,D^{n-1}_{i,k-1}+c\sqrt{(n-i)(n-k)}\,D^{n-1}_{ik}.
\end{aligned} \tag{9}
\]

Start from \(D^0=1\); then \(D^{2l}=d^l\). Each of the \(n^2\) old elements enters four products, so construction through degree \(p\) takes

\[
4\sum_{n=1}^{2p}n^2=\tfrac43p(2p+1)(4p+1)
\]

products, again a cubic cost.

## Counting the work

Let \(P=p+1\). Count a product of a coefficient with a tabulated factor as one, whether the factor is real or complex. Additions and the preparation of the factors, including those that multiply the old elements in (9), are left out.

Direct use of (5) costs \(P^4\). In the rotated route, the two matrix rotations cost \(2\sum_l(2l+1)^2=2P(4P^2-1)/3\), and their phases cost \(2P^2\). Each order \(m\) has \(P-|m|\) degrees, so (7) costs \(\sum_m(P-|m|)^2=P(2P^2+1)/3\). The total is

\[
\frac{P(10P^2-1)}3+2P^2. \tag{10}
\]

A direct moment shift is cheaper than \(P^4\), because (3) is triangular in degree. Summing over pairs of degrees \(j\) and \(i=l-j\),

\[
\sum_{j=0}^p(2j+1)\sum_{i=0}^{p-j}(2i+1)
=\sum_{j=0}^p(2j+1)(P-j)^2=\frac{P(P+1)(P^2+P+1)}6.
\]

The axial part of its rotated form costs \(\sum_m(P-|m|)(P-|m|+1)/2=P(P+1)(2P+1)/6\), in addition to the same rotations and phases. The resulting counts are:

| \(p\) | (5) direct | (5) rotated | building \(d\) | (3) direct | (3) rotated |
|---:|---:|---:|---:|---:|---:|
| 2 | 81 | 107 | 120 | 26 | 102 |
| 3 | 256 | 244 | 364 | 70 | 230 |
| 8 | 6561 | 2589 | 5984 | 1365 | 2385 |
| 12 | 28561 | 7657 | 19600 | 5551 | 7007 |
| 16 | 83521 | 16949 | 45760 | 15657 | 15453 |

With stored matrices, rotation lowers the count for (5) from \(p=3\), but for (3) from \(p=16\). If \(d\) is built for one use of (5), the crossover moves to \(p=12\), where \(7657+19600=27257\) products replace 28561. Reuse matters: on a regular grid of centres, many shifts share a direction. Doubling \(P\) from 9 to 18 multiplies the direct count for (5) by 16 and the rotated count by 7.76; the quadratic term in (10) keeps the latter below 8. These are product counts, and running time also depends on memory access and implementation.

## Truncation, penetration and rounding

For the truncation error of (5), take unit point charges at \(\mathbf a\) and \(\mathbf x\), and choose \(z\) along \(\mathbf T\). From (1), \(S_{L0}(\mathbf v)\) is the average of \(u(\mathbf v)^L\) over \(|\tau|=1\). On that circle \(u=z-i\rho\sin\eta\), where \(\rho\) is the distance from the axis and \(\eta\) an angle. Hence \(|u(\mathbf v)|\le|\mathbf v|\). The part of \(u(\mathbf a-\mathbf x)^{j+n}\) with degree \(j\) in \(\mathbf a\) and \(n\) in \(\mathbf x\) is then at most \(\binom{j+n}{j}|\mathbf a|^j|\mathbf x|^n\) in magnitude.

Put \(\alpha=|\mathbf a|/T\) and \(\beta=|\mathbf x|/T\). The identity \(\sum_j\binom{j+n}{j}\alpha^j=(1-\alpha)^{-n-1}\) gives, for the omitted terms with \(n>p\),

\[
\frac1T\sum_{n>p}\frac{\beta^n}{(1-\alpha)^{n+1}}
=\frac{1}{T(1-\alpha-\beta)}\left(\frac{\beta}{1-\alpha}\right)^{p+1}.
\]

Adding the terms with \(j>p\) bounds the error:

\[
|\Delta|\le\frac{1}{T(1-\alpha-\beta)}
\left[\left(\frac{\beta}{1-\alpha}\right)^{p+1}+
\left(\frac{\alpha}{1-\beta}\right)^{p+1}\right]. \tag{11}
\]

The condition \(\alpha+\beta<1\) says that the source and target spheres do not touch. It also justifies regrouping the series by \(j\) and \(n\). As the spheres approach contact, the bound ceases to be useful.

Gaussian charge clouds extend beyond any sphere. By the mean-value property of harmonic functions, a spherical Gaussian has the same solid-harmonic moments as a point charge at its centre. If the centres of two such clouds, taken as \(\mathbf a\) and \(\mathbf x\) above, satisfy \(\alpha+\beta<1\), the expansion of their interaction therefore converges to that of two point charges. For unit Gaussians with exponents \(\gamma_1,\gamma_2\) at distance \(R\), the true interaction is \(\operatorname{erf}(\sqrt\mu R)/R\), with \(\mu=\gamma_1\gamma_2/(\gamma_1+\gamma_2)\). This follows because the convolution of the clouds is a Gaussian of exponent \(\mu\). The difference, \(\operatorname{erfc}(\sqrt\mu R)/R\), is the penetration error. Raising \(p\) does not remove it.

The rotations preserve the norm of the coefficients of each degree, so they do not amplify an incoming error in that norm. A moment shift can still lose digits when large terms in (3) cancel.

## Two water molecules

Each H₂O has OH length 0.96 Å and angle 104.5°. The oxygen of A is at the origin and that of B at \((2,3,6)\) Å, so \(T=7\) Å. The symmetry axis from oxygen towards the hydrogens points along \(z\) in A and along \(x\) in B. Molecule A lies in the \(yz\) plane, and B lies in a plane parallel to \(xz\). Each density comes from a separate restricted Hartree–Fock calculation in the uncontracted 6-31G basis. The moments are taken about the oxygens. Gauss–Hermite quadrature integrates each product of primitive Gaussians with a solid harmonic exactly, apart from rounding, because the integrand is a Gaussian times a polynomial and the rule has enough points for its degree.

For \(p=1\), the net charges vanish and the dipoles remain. The dipole of A is 0.539195 e Å along \(z\), with \(\cos\theta=6/7\) and \(\sin\theta=\sqrt{13}/7\). Equation (8) gives

\[
Q^A_{10}=0.539195\times\tfrac67=0.46217,\qquad
Q^A_{1,\pm1}=\pm0.539195\,\frac{\sin\theta}{\sqrt2}=\pm0.19638
\]

in e Å. In these units the Coulomb constant is 14.3996 eV Å/e². The coefficients in (7) are \(-2/T^3\) for \(m=0\) and \(+1/T^3\) for \(m=\pm1\), so

\[
\lambda_{10}=-\frac{2(14.3996)(0.46217)}{343}=-0.038805,\qquad
\lambda_{1,\pm1}=\pm0.008244
\]

in eV/(e Å). In the same rotated frame, B has \(Q^B_{10}=0.154056\) and \(Q^B_{1,\pm1}=\mp0.181277-0.317235i\) e Å. Since \(E=\sum_iq_iV(\mathbf x_i)=\sum\lambda_{lm}Q^{B*}_{lm}\), the imaginary parts cancel:

\[
E_{p=1}=(-0.038805)(0.154056)-2(0.008244)(0.181277)
=-0.00897\ \text{eV}.
\]

The Coulomb energy of the same two densities, from analytic Gaussian integrals, is \(-0.009599\) eV, or \(-3.527\times10^{-4}\) hartree. The errors below are expansion energy minus this value.

| \(p\) | energy / eV | error / eV |
|---:|---:|---:|
| 1 | −0.008967 | \(6.3\times10^{-4}\) |
| 2 | −0.009055 | \(5.4\times10^{-4}\) |
| 3 | −0.009583 | \(1.5\times10^{-5}\) |
| 4 | −0.009603 | \(-3.9\times10^{-6}\) |
| 6 | −0.009599 | \(-3.0\times10^{-7}\) |
| 8 | −0.009599 | \(-1.2\times10^{-10}\) |

The dipole energy is 6.6% too small in magnitude, relative to the integral value. Going to \(p=2\) changes little, while \(p=3\) reduces the error to 0.16%. A cut in degree does not collect whole powers of \(1/T\): quadrupole–quadrupole terms enter at \(p=2\), but dipole–octupole terms, also proportional to \(T^{-5}\), enter at \(p=3\). At \(p=2\) the dipole–quadrupole terms (\(-3.13\times10^{-4}\) eV, proportional to \(T^{-4}\)) are largely cancelled by the quadrupole–quadrupole term (\(+2.25\times10^{-4}\) eV). The dipole–octupole terms (\(-5.11\times10^{-4}\) eV) supply nearly all of the change at \(p=3\).

The nuclei and the centres of the Gaussian products lie within 0.96 Å of each oxygen. Thus \(\alpha,\beta\le0.96/7\approx0.137\), and the ratio in (11) is at most \(0.96/6.04\approx0.159\). This describes an envelope, up to powers of \(p\) from the multipoles carried by products that contain p-type basis functions. The observed errors change sign and do not fall at a steady rate. The large drop between \(p=6\) and 8 is therefore no measure of the rate of convergence: the errors at \(p=5\), 7 and 9 are \(-3.7\times10^{-8}\), \(4.9\times10^{-8}\) and \(1.1\times10^{-9}\) eV, so the error at \(p=8\) is accidentally small. At \(p=12\) the difference is \(2\times10^{-12}\) eV, a remainder in which truncation, penetration and rounding have not been separated. So small a remainder belongs to this compact basis. With the diffuse functions of uncontracted aug-cc-pVDZ, at the same geometry, the error stays at \(1.6\times10^{-7}\) eV from \(p=8\) to 12, the behaviour expected of penetration.

These small errors measure the multipole expansion, not the accuracy of a water interaction energy. The reference contains electrostatics between frozen densities. It omits exchange between the molecules, induction, dispersion and electron correlation within each molecule, and it retains the error of the finite basis. That error is large: the Hartree–Fock dipole falls from 0.539 e Å to 0.415 e Å in uncontracted aug-cc-pVDZ and 0.413 e Å in aug-cc-pVTZ, and the Coulomb energy of the frozen densities moves from \(-0.0096\) eV to \(-0.0058\) and \(-0.0057\) eV, about 40% smaller in magnitude. The digits quoted above belong to the uncontracted 6-31G densities only.
